# Why a small force does not guarantee a converged geometry

**Q:** My relaxation has stopped with every atomic force below 0.01 eV/Å. The geometry is therefore converged, and I can quote the positions. Do you agree?

**A:** Not yet. You know the slope of the energy at the point where you stopped. You want the distance to the minimum, and a slope doesn't fix a distance. Let $x$ collect the atomic coordinates in a fixed cell, let $E(x)$ be the energy and $F=-\nabla E$ the forces, taken as exact. Call the minimum $x^*$ and the position error $e=x-x^*$. What is the force at $x$ if $e$ is small?

**Q:** I expand about the minimum. The force vanishes at $x^*$, so the first surviving term contains the second derivatives $H_{ij}=\partial^2E/\partial x_i\partial x_j$ taken there:
$$F=-He .$$

**A:** Now take the component along an eigenvector of $H$ with eigenvalue $\lambda_i$. It reads $F_i=-\lambda_i e_i$, so
$$|e_i|=\frac{|F_i|}{\lambda_i},\qquad \tfrac12\lambda_i e_i^2=\frac{F_i^2}{2\lambda_i}.$$
The first expression is the position error, force over curvature. The second is the energy that the mode still has to lose. A uniform translation has zero curvature, but it changes neither the energy nor the structure, so we leave it out.

**Q:** Then the same force means different errors in different modes. Is the difference large enough to matter?

**A:** Let us compute it for a model with round parameters. Two layers, each with $n=2$ atoms per cell, move along one line. Atoms 1 and 2 form the first layer, atoms 3 and 4 the second. In each layer a bond with stretch $b$ has the Morse energy $D(1-e^{-\beta b})^2$, with $D=5$ eV and $\beta=2$ Å$^{-1}$. Start with the bond.

**Q:** The derivative is
$$\frac{dE}{db}=2D\beta\,e^{-\beta b}\left(1-e^{-\beta b}\right).$$
For small $b$ the bracket is $\beta b$ and the exponential in front is 1, so $dE/db\approx kb$ with
$$k=2D\beta^2=2\times5\times2^2=40\ \text{eV/Å}^2 .$$
Since $b$ is the difference of two atomic displacements, the two atoms feel opposite forces of size $|dE/db|$. Setting this equal to the threshold $f=0.01$ eV/Å gives
$$b\approx\frac fk=\frac{0.01}{40}=0.00025\ \text{Å}.$$
That is what I call converged.

**A:** For the bond it is. The energy excess is also negligible, $f^2/(2k)\approx1.25\times10^{-6}$ eV per bond. Now let one layer slide over the other. Let $s$ be the centre of the second layer minus the centre of the first, measured from the best registry, and take
$$V(s)=\frac U2\left[1-\cos\frac{2\pi s}{a}\right],\qquad U=0.02\ \text{eV per cell},\quad a=2.5\ \text{Å}.$$
The minimum is at $s=0$ and the barrier top, of height $U$, at $s=a/2$.

**Q:** Differentiating once and twice,
$$V'(s)=\frac{\pi U}{a}\sin\frac{2\pi s}{a},\qquad V''(s)=K\cos\frac{2\pi s}{a},\qquad K=\frac U2\left(\frac{2\pi}{a}\right)^2=0.0632\ \text{eV/Å}^2 .$$
So the error is $f/K$?

**A:** There is a factor missing. $K$ belongs to the whole cell, while your criterion looks at single atoms. A layer centre is the mean of $n$ positions, so moving one atom by $dx$ changes $s$ by $\pm dx/n$. By the chain rule each atom feels a force of size $|V'(s)|/n$. At the threshold, therefore, $|V'(s)|=nf$.

**Q:** With $V'(s)\approx Ks$ near the minimum,
$$s\approx\frac{nf}{K}=\frac{2\times0.01}{0.06317}=0.317\ \text{Å}.$$
That is more than a thousand times the bond error, at the same atomic force. But 0.3 Å is not small compared with the period of 2.5 Å. May I still use the harmonic formula?

**A:** As an estimate. For this $V$ we can do better, because $V'(s)=nf$ can be solved directly:
$$\sin\frac{2\pi s}{a}=\frac{nfa}{\pi U}=\frac{2\times0.01\times2.5}{\pi\times0.02}\approx0.796 .$$
The smaller solution is $s_1=0.366$ Å. It exceeds the harmonic value because the force grows more slowly than $Ks$. The energy still to be gained there is 3.9 meV per cell, against $(nf)^2/(2K)=3.2$ meV in the harmonic estimate.

**Q:** You said "the smaller solution".

**A:** The sine takes the same value at $\pi$ minus the angle, so there is a second solution at
$$s_2=\frac a2-s_1=0.884\ \text{Å}.$$
Between $s_1$ and $s_2$ the force is above the threshold. Between $s_2$ and the barrier top at 1.25 Å it is below again, since the slope vanishes at a maximum too.

**Q:** So a structure close to the worst registry passes my test?

**A:** Yes, if the bonds are relaxed. Between minimum and barrier top the angle $2\pi s/a$ runs from 0 to $\pi$. It passes over a stretch $\arcsin(0.796)$ at each end, so the passing share of all registries is
$$\frac2\pi\arcsin\frac{nfa}{\pi U}\approx59\ \% .$$
What happens if the barrier is lower?

**Q:** The largest atomic force during sliding is $\pi U/(na)$, where the sine equals 1. If that is below $f$, every registry passes. This happens for
$$U<U_c=\frac{nfa}{\pi}=0.016\ \text{eV per cell}.$$

**A:** With $U=0.01$ eV, for example, the largest sliding force is 0.0063 eV/Å. In that case the criterion carries no information about the registry at all.

**Q:** Is there any condition under which a small force does guarantee a small error?

**A:** Yes, but it needs a lower bound on the curvature, and not just at one point. Walk along the straight segment $x^*+te$ from $t=0$ to $t=1$. The force changes at the rate $dF/dt=-H(x^*+te)\,e$ and starts from zero, so
$$F(x)=-\int_0^1H(x^*+te)\,e\,dt .$$
Take the scalar product with $-e$. Suppose that all non-translational curvatures on the segment are at least $\lambda>0$, and that $e$ contains no translation. Then
$$-e\cdot F=\int_0^1 e^{T}H(x^*+te)\,e\,dt\ \ge\ \lambda|e|^2 .$$
The left side is at most $|e||F|$. Dividing by $|e|$ gives
$$|e|\le\frac{|F|}{\lambda}.$$
This holds without a harmonic approximation. Here $|F|$ is the length of the whole force vector, not the largest atomic force. In our model the premise fails once $s$ exceeds $a/4=0.625$ Å, because $V''$ is negative from there to the barrier top.

**Q:** My minimizer doesn't place the atoms at random, though. It goes downhill. Wouldn't it have carried the layer to the minimum before the forces became small?

**A:** Take steepest descent with a fixed step, $x\to x+\alpha F$. In a harmonic mode $F_i=-\lambda_ie_i$, so one step gives
$$e_i\to(1-\alpha\lambda_i)\,e_i .$$
The error shrinks if $|1-\alpha\lambda_i|<1$, that is, if $0<\alpha<2/\lambda_i$. This must hold for every mode, so the stiffest one limits the step.

**Q:** That is the bond, with $\lambda=k$?

**A:** With $\lambda=2k=80$ eV/Å². Move the two atoms by $-u$ and $+u$. The stretch is $2u$ and the energy $\tfrac12k(2u)^2=2ku^2$. The squared length of the displacement is $2u^2$, and $\tfrac12\lambda\cdot2u^2=2ku^2$ gives $\lambda=2k$. For sliding, move the layers by $-s/2$ and $+s/2$. The four atoms give a squared length $4(s/2)^2=s^2$, so here the eigenvalue is $K$ itself. I choose $\alpha=0.5/80=0.00625$ Å²/eV. How many steps does the sliding mode need to reduce its error by a factor $r$?

**Q:** After $m$ steps the factor is $(1-\alpha K)^m=1/r$. Taking logarithms,
$$m=\frac{\ln r}{-\ln(1-\alpha K)} .$$
For $r=10$ this gives about 5830 steps. A small bond error, by contrast, is very nearly halved in every step.

**A:** A run of the full model needed 5835 steps to bring the largest force from $10^{-3}$ to $10^{-4}$ eV/Å. Now look at two runs with your threshold, both with the bonds initially stretched by 0.05 Å. Run A starts at $s=0.80$ Å, where the sliding force is above the threshold. It stops after 2930 steps at $s=0.366$ Å, as soon as it reaches $s_1$. Run B starts at $s=1.00$ Å, beyond $s_2$. It stops after 11 steps at $s=0.999$ Å.

**Q:** Run B relaxed the bonds and left the layers where I had put them.

**A:** And 18 of the 20 meV per cell are still to be gained. The stall of run A at $s_1$ belongs to the small fixed step. Quasi-Newton or conjugate-gradient minimizers take long steps along the soft direction, and from the start of run A they can end close to the minimum in about ten steps. From the start of run B they too can stop near $s=1.00$ Å, because the test is met as soon as the bonds are relaxed. The threshold itself guarantees neither outcome.

**Q:** I also monitor the last displacement and the last energy change. Would they have warned me?

**A:** Work them out for run A. At the stop each of the four atoms feels a force of size $f$.

**Q:** The last displacement of an atom is $\alpha f=0.00625\times0.01=6.3\times10^{-5}$ Å. To first order in the step, the energy falls by $F\cdot(\alpha F)=\alpha|F|^2$. With $|F|^2=4f^2=4\times10^{-4}$ eV²/Å² that is $2.5\times10^{-6}$ eV. Both look well converged.

**A:** Yet the layers are 0.366 Å from the minimum, and the energy is 3.9 meV too high. In this method both quantities are built from the same small force and the same small step. They measure how slowly you are moving, not how far you have to go.

**Q:** Then I should tighten the threshold. By how much?

**A:** Start from the error $\delta$ that you can tolerate in $s$. Near the minimum $s=nf/K$, so you need
$$f\le\frac{K\delta}{n} .$$
For $\delta=0.01$ Å this is $0.0632\times0.01/2=3.2\times10^{-4}$ eV/Å, about thirty times tighter than yours. Run A, continued to that threshold, ends at $s=0.010$ Å after 9307 further steps. The computed forces must of course be accurate to better than this threshold.

**Q:** But a tighter threshold still passes at the barrier top, where the force is zero.

**A:** Right, it shrinks the false region there but doesn't remove it. So look at the curvature where you stopped. Shift one layer rigidly by a small $\pm h$ and add up the forces on its atoms. The sum is $-V'$ for the upper layer, so its change divided by $-2h$ estimates $V''$. What do you conclude from $-0.051$ eV/Å² for run B?

**Q:** A negative curvature means that I am not near a minimum in that direction, however small the force is. I should displace the layer downhill and relax again with a tighter threshold. With the old one, a layer that is still clearly beyond $s_2=0.884$ Å after the move passes again almost where it lands, as soon as the small leftover bond force has decayed, and one that lands between $s_1$ and $s_2$ relaxes, under fixed-step steepest descent, only as far as $s_1$.

**A:** And for run A the curvature at the stop is $+0.0383$ eV/Å².

**Q:** Then force over curvature gives $nf/V''=0.02/0.0383\approx0.52$ Å. That is larger than the true error of 0.366 Å.

**A:** It must be, because $V''=K\cos(2\pi s/a)$ is smaller at the stop than anywhere between there and the minimum. For the same reason 0.52 Å is the upper bound from the segment argument: here $|F|=2f=0.02$ eV/Å, and $|e|=s$. As a position estimate it is rough, but as a warning it is clear. When the curvature is positive and the estimate is small compared with the distance over which the curvature changes, the harmonic relation $|e_i|=|F_i|/\lambda_i$ applies and the estimate gives the error to leading order. This uses that the relative shift of the layers, by $-s/2$ and $+s/2$, is an eigenvector of $H$ (moving one layer alone differs from it only by a uniform translation), as it is in this model, where sliding and bond stretch do not couple; otherwise one must solve $F=-He$ with the full matrix.

**Q:** So, with the bonds near their minimum, I can keep 0.01 eV/Å if I want only the bond lengths of this model, but not if I want the registry of the layers.

**A:** Yes. State the threshold together with the softest curvature that matters for your result. The numerical check treats both modes with the full forces of the model.

## Values computed for the example and the checks

```
Morse depth D = 5.0 eV, beta = 2.0 1/angstrom
Sliding barrier U = 0.020 eV per cell
Sliding period a = 2.50 angstrom, atoms per layer n = 2
Force threshold f = 0.010 eV/angstrom
Bond curvature k = 40.00 eV/angstrom^2
Sliding curvature K = 0.06317 eV/angstrom^2
Hessian eigenvalue, sliding = 0.06317 eV/angstrom^2
Hessian eigenvalue, bond = 80.000 eV/angstrom^2
Bond error f/k = 0.000250 angstrom
Bond error, full forces = 0.000250 angstrom
Sliding error n*f/K = 0.3166 angstrom
Sliding error, full forces = 0.3662 angstrom
Ratio sliding/bond error, full forces = 1464
Energy excess per bond = 1.251e-06 eV
Sliding energy excess, harmonic = 0.00317 eV
Sliding energy excess, full = 0.00394 eV
Upper passing region starts at s = 0.8838 angstrom
Barrier top at s = 1.250 angstrom
Share of registries that pass = 58.6 percent
Critical barrier U_c = 0.01592 eV per cell
Weak barrier = 0.010 eV per cell
Weak barrier, largest force = 0.00628 eV/angstrom
Descent step alpha = 0.00625 angstrom^2/eV
Both starts: bond stretch = 0.050 angstrom
Both starts: largest force = 1.734 (A), 1.730 (B) eV/angstrom
Run A: start s = 0.80, stop s = 0.3661 angstrom
Run A: steps to threshold f = 2930
Run A: bond stretch at stop = 0.0e+00 angstrom
Run A: last atomic move = 6.25e-05 angstrom
Run A: last energy drop = 2.50e-06 eV
Run A: energy still to gain = 0.00394 eV
Run A: sliding curvature at stop = 0.03826 eV/angstrom^2
Run A: Newton sliding step at stop = -0.5228 angstrom
Run B: start s = 1.00, stop s = 0.9990 angstrom
Run B: steps to threshold f = 11
Run B: largest force at stop = 0.00873 eV/angstrom
Run B: energy still to gain = 0.01808 eV
Run B: sliding curvature at stop = -0.05101 eV/angstrom^2
Wanted sliding error = 0.010 angstrom
Threshold needed for it = 3.158e-04 eV/angstrom
Run A continued: s = 0.01000 angstrom
Run A continued: extra steps = 9307
Steps from 1e-3 to 1e-4 eV/angstrom, counted = 5835
Steps for a factor 10, formula = 5831
```
